\section*{The PAW Hamiltonian from the derivative of the energy}

\section{What is being differentiated}

Q: You want to get the PAW Hamiltonian by differentiating an energy. The physical energy depends on all-electron orbitals. Why should it be a function of anything pseudo?

A: Because the all-electron orbitals are a fixed linear image of the pseudo ones. With partial waves $\phi_i$, their smooth partners $\tilde\phi_i$, and projectors that vanish outside the augmentation spheres and obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$,
\begin{equation}
|\psi_n\rangle=|\tilde\psi_n\rangle+\sum_i\bigl(|\phi_i\rangle-|\tilde\phi_i\rangle\bigr)\langle p_i|\tilde\psi_n\rangle .
\label{eq:T}
\end{equation}
Outside its sphere $\phi_i=\tilde\phi_i$, and value and slope match at the surface. The index $i$ includes the atom, and pairs $ij$ below belong to one atom. I hold nuclei, core densities, partial waves and projectors fixed. The orbitals then enter through
\begin{equation}
\tilde\rho=\sum_n f_n|\tilde\psi_n\rangle\langle\tilde\psi_n| ,
\end{equation}
where $f_n$ are the occupations. Two quantities are read from it:
\begin{align}
\tilde n(\mathbf r)&=\langle\mathbf r|\tilde\rho|\mathbf r\rangle, \label{eq:nt}\\
\rho_{ij}&=\sum_n f_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle
=\mathrm{Tr}\bigl(|p_i\rangle\langle p_j|\,\tilde\rho\bigr). \label{eq:rho}
\end{align}
The order of indices matters for complex functions: the conjugated orbital goes with $i$.

Q: Then write the energy, and do not ask me to believe its subtractions.

A: I use Hartree atomic units, a spin-unpolarized local density approximation (LDA), and count electron density as positive charge, so that $v_H[n](\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ and $E_H[n]=\frac12\int n\,v_H[n]$. The core and nucleus together form $n_{Zc}=n_c-Z\delta$.

If the partial waves are complete in a sphere $\Omega$, then there $\tilde\psi_n=\sum_i\tilde\phi_i\langle p_i|\tilde\psi_n\rangle$ and, by Eq.~\eqref{eq:T}, $\psi_n=\sum_i\phi_i\langle p_i|\tilde\psi_n\rangle$. The densities in $\Omega$ are therefore
\begin{equation}
n^1=\sum_{ij}\rho_{ij}\phi_i^*\phi_j,\qquad
\tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i^*\tilde\phi_j .
\end{equation}
Kinetic and LDA energies are integrals of local quantities. One takes the smooth integral over all space, removes the smooth part in $\Omega$, and inserts the true part.

Q: The Hartree energy is not local. Charge inside a sphere acts on charge outside.

A: That is the reason for a compensation charge $\hat n=\sum_{ij}\rho_{ij}\hat Q_{ij}$. With real spherical harmonics and $L=(\ell,m)$,
\begin{align}
q^L_{ij}&=\int_\Omega r^\ell Y_L\,(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)\,d^3r,\\
\hat Q_{ij}&=\sum_L q^L_{ij}\,g_\ell(r)Y_L,\qquad \int_0^{r_c}r^{\ell+2}g_\ell\,dr=1,
\end{align}
where $g_\ell$ vanishes beyond the sphere radius $r_c$. The smooth core charge $\tilde n_{Zc}$ equals $n_{Zc}$ outside $\Omega$ and has the same multipoles. Let $N^1=n^1+n_{Zc}$, $\tilde N^1=\tilde n^1+\hat n+\tilde n_{Zc}$ and $\tilde N=\tilde n+\hat n+\tilde n_{Zc}$. The true charge is $\tilde N+\Delta$ with $\Delta=N^1-\tilde N^1$. Since $\Delta$ has no multipoles, its potential vanishes outside $\Omega$. Writing $(a|b)=\int a\,v_H[b]$,
\begin{align}
\tfrac12(\tilde N+\Delta|\tilde N+\Delta)
&=\tfrac12(\tilde N|\tilde N)+(\tilde N|\Delta)+\tfrac12(\Delta|\Delta)\nonumber\\
&=\tfrac12(\tilde N|\tilde N)+(\tilde N^1|\Delta)+\tfrac12(\Delta|\Delta)\nonumber\\
&=\tfrac12(\tilde N|\tilde N)+\tfrac12(N^1|N^1)-\tfrac12(\tilde N^1|\tilde N^1).
\end{align}
The second line uses $\tilde N=\tilde N^1$ inside $\Omega$, the region where the potential of $\Delta$ is nonzero. The third inserts $\Delta=N^1-\tilde N^1$. For several atoms there is one such correction per sphere; different $\Delta$ do not interact because the spheres do not overlap. Terms containing core and nuclear charges alone do not depend on $\tilde\rho$ and are dropped, including the nuclear self-energy, which is not part of the physical energy.

The functional is thus $E=\tilde E+E^1-\tilde E^1$, with
\begin{align}
\tilde E={}&\mathrm{Tr}(-\tfrac12\nabla^2\tilde\rho)+E_H[\tilde n+\hat n]
+\int v_H[\tilde n_{Zc}](\tilde n+\hat n)\nonumber\\
&+E_{xc}[\tilde n+\hat n+\tilde n_c],\label{eq:Et}\\
E^1={}&\sum_{ij}\rho_{ij}K_{ij}+E_H[n^1]+\int_\Omega v_H[n_{Zc}]n^1+E_{xc}[n^1+n_c],\label{eq:E1}\\
\tilde E^1={}&\sum_{ij}\rho_{ij}\tilde K_{ij}+E_H[\tilde n^1+\hat n]
+\int_\Omega v_H[\tilde n_{Zc}](\tilde n^1+\hat n)\nonumber\\
&+E_{xc}[\tilde n^1+\hat n+\tilde n_c].\label{eq:Et1}
\end{align}
On-site densities and exchange-correlation integrals are confined to $\Omega$; $\tilde n_c$ is a smooth core density equal to $n_c$ outside. Putting $\hat n$ into both smooth exchange-correlation terms is a choice, and its effect cancels when $\tilde n=\tilde n^1$ in $\Omega$.

With finitely many partial waves, Eqs.~\eqref{eq:Et}--\eqref{eq:Et1} define an approximate energy. The derivative below is the derivative of that energy and does not need completeness.

\section{The derivative, path by path}

Q: The orbitals must stay orthonormal. How can you vary $\tilde\rho$ freely?

A: I first differentiate without the constraint and impose it afterwards. The operator $\tilde H$ is defined by
\begin{equation}
\delta E=\mathrm{Tr}(\tilde H\,\delta\tilde\rho)
\label{eq:def}
\end{equation}
for any small Hermitian $\delta\tilde\rho$. Equations \eqref{eq:nt} and \eqref{eq:rho} are linear, so
\begin{equation}
\delta\tilde n(\mathbf r)=\langle\mathbf r|\delta\tilde\rho|\mathbf r\rangle,\qquad
\delta\rho_{ij}=\mathrm{Tr}\bigl(|p_i\rangle\langle p_j|\,\delta\tilde\rho\bigr).
\label{eq:lin}
\end{equation}

Q: Start with $\tilde E$. The Hartree energy carries a factor one half; where does it go?

A: For $n=\tilde n+\hat n$, the first-order change is
\begin{equation}
\delta E_H=\tfrac12\int\delta n\,v_H[n]+\tfrac12\int n\,v_H[\delta n]=\int v_H[n]\,\delta n ,
\end{equation}
because the Coulomb kernel is symmetric and the two terms are equal. In the LDA, $E_{xc}[n]=\int F(n)$, so $\delta E_{xc}=\int F'(n)\,\delta n=\int v_{xc}[n]\,\delta n$. The core part inside the argument is fixed. Adding the ionic term gives one potential for both smooth charges:
\begin{align}
\delta\tilde E&=\mathrm{Tr}(-\tfrac12\nabla^2\delta\tilde\rho)+\int\tilde v_{\rm eff}\,(\delta\tilde n+\delta\hat n),\label{eq:dEt}\\
\tilde v_{\rm eff}&=v_H[\tilde n+\hat n+\tilde n_{Zc}]+v_{xc}[\tilde n+\hat n+\tilde n_c].
\end{align}
The $\delta\tilde n$ term is $\mathrm{Tr}(\tilde v_{\rm eff}\,\delta\tilde\rho)$, an ordinary local potential. The other is
\begin{equation}
\int\tilde v_{\rm eff}\,\delta\hat n=\sum_{ij}\hat D_{ij}\,\delta\rho_{ij},\qquad
\hat D_{ij}=\int\tilde v_{\rm eff}\,\hat Q_{ij}.
\label{eq:Dhat}
\end{equation}
An electron entering the sphere brings compensation charge with it, and $\hat D$ is the energy of that charge in the smooth potential.

Q: And the on-site energies?

A: They depend on $\tilde\rho$ through $\rho_{ij}$ alone. Let
\begin{align}
v^1_{\rm eff}&=v_H[n^1+n_{Zc}]+v_{xc}[n^1+n_c],\\
\tilde v^1_{\rm eff}&=v_H[\tilde n^1+\hat n+\tilde n_{Zc}]+v_{xc}[\tilde n^1+\hat n+\tilde n_c].
\end{align}
Using $\delta n^1=\sum\delta\rho_{ij}\phi_i^*\phi_j$ and the same rules as before,
\begin{align}
D^1_{ij}&=\frac{\partial E^1}{\partial\rho_{ij}}=K_{ij}+\int_\Omega\phi_i^*v^1_{\rm eff}\phi_j,\label{eq:D1}\\
\tilde D^1_{ij}&=\frac{\partial\tilde E^1}{\partial\rho_{ij}}
=\tilde K_{ij}+\int_\Omega\tilde v^1_{\rm eff}\,(\tilde\phi_i^*\tilde\phi_j+\hat Q_{ij}).\label{eq:Dt1}
\end{align}

Q: So $\hat Q_{ij}$ appears in $\hat D$ and again in $\tilde D^1$. Is it counted twice?

A: It appears with opposite signs, because $\tilde E^1$ is subtracted. The net contribution is
\begin{equation}
\hat D_{ij}-\int_\Omega\tilde v^1_{\rm eff}\hat Q_{ij}
=\int_\Omega(\tilde v_{\rm eff}-\tilde v^1_{\rm eff})\,\hat Q_{ij}.
\label{eq:net}
\end{equation}
If $\tilde n=\tilde n^1$ in the sphere, the bracket is the electrostatic potential of charge belonging to the surroundings. This is how the environment acts on the multipoles that the smooth density lacks.

Q: Now assemble it.

A: Summing the three variations with their signs and using Eq.~\eqref{eq:lin},
\begin{align}
\delta E&=\mathrm{Tr}\bigl[(-\tfrac12\nabla^2+\tilde v_{\rm eff})\delta\tilde\rho\bigr]
+\sum_{ij}(\hat D_{ij}+D^1_{ij}-\tilde D^1_{ij})\,\delta\rho_{ij}\nonumber\\
&=\mathrm{Tr}\Bigl[\Bigl(-\tfrac12\nabla^2+\tilde v_{\rm eff}
+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|\Bigr)\delta\tilde\rho\Bigr].
\end{align}
Since $\delta\tilde\rho$ is arbitrary, comparison with Eq.~\eqref{eq:def} gives
\begin{equation}
\boxed{\tilde H=-\tfrac12\nabla^2+\tilde v_{\rm eff}+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|,\quad
D=\hat D+D^1-\tilde D^1 .}
\label{eq:H}
\end{equation}

\section{Hermiticity and the orbital equation}

Q: You never defined $K_{ij}$. On a finite sphere the Laplacian is not Hermitian, so is $\tilde H$?

A: Green's identity relates the Laplacian and gradient forms:
\begin{equation}
-\tfrac12\int_\Omega\phi_i^*\nabla^2\phi_j
=\tfrac12\int_\Omega\nabla\phi_i^*\cdot\nabla\phi_j
-\tfrac12\oint_{\partial\Omega}\phi_i^*\,\partial_r\phi_j\,dS .
\label{eq:green}
\end{equation}
The surface term is not symmetric in $i$ and $j$. It is the same for $\tilde\phi$, since values and slopes match, and therefore cancels in $K-\tilde K$. I define $K$ and $\tilde K$ by the gradient form, which is Hermitian; the Laplacian form gives the same $D$. The potentials are real and $\hat Q_{ji}=\hat Q_{ij}^*$, so $D_{ji}=D_{ij}^*$ and $\tilde H$ is Hermitian.

Q: Now the constraint you postponed.

A: The norm of the true orbitals follows the same replacement rule as the energy:
\begin{equation}
\langle\psi_n|\psi_m\rangle=\langle\tilde\psi_n|S|\tilde\psi_m\rangle,\quad
S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|,
\end{equation}
with $q_{ij}=\int_\Omega(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)$. For a finite set of partial waves this $S$ defines the constraint. A change of one orbital gives $\delta\tilde\rho=f_n(|\delta\tilde\psi_n\rangle\langle\tilde\psi_n|+\mathrm{h.c.})$, hence $\delta E=f_n\langle\delta\tilde\psi_n|\tilde H|\tilde\psi_n\rangle+\mathrm{c.c.}$ With Hermitian multipliers $\Lambda_{mn}$ for $\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}$, stationarity reads
\begin{equation}
f_n\tilde H|\tilde\psi_n\rangle=\sum_m\Lambda_{mn}S|\tilde\psi_m\rangle .
\end{equation}
Projection on $\tilde\psi_m$ gives $f_n\tilde H_{mn}=\Lambda_{mn}$. Hermiticity of $\Lambda$ and $\tilde H$ then requires $(f_n-f_m)\tilde H_{mn}=0$. Elements between different occupations vanish, and orbitals of equal occupation can be rotated among themselves without changing $\tilde\rho$ until $\tilde H_{mn}$ is diagonal. For occupied orbitals this leaves
\begin{equation}
\tilde H|\tilde\psi_n\rangle=\varepsilon_nS|\tilde\psi_n\rangle ,
\label{eq:gev}
\end{equation}
and the same equation defines the empty ones. Both $\tilde v_{\rm eff}$ and $D$ depend on $\tilde\rho$, so both must be updated in a self-consistent cycle.

Q: Show me, without a computer, that this $D$ returns an all-electron level.

A: Take the spherical atom used to build the data. Its partial waves satisfy $(-\frac12\nabla^2+v_{\rm eff})\phi_j=\varepsilon_j\phi_j$, where $v_{\rm eff}$ is the all-electron potential, and its occupied valence orbitals are among them. Define
\begin{equation}
|\chi_j\rangle=(\varepsilon_j+\tfrac12\nabla^2-\tilde v_{\rm eff})|\tilde\phi_j\rangle,\quad
B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\quad
|p_i\rangle=\sum_j|\chi_j\rangle(B^{-1})_{ji}.
\end{equation}
Outside $\Omega$ the smooth and true quantities agree, so $\chi_j=0$ there. Also $\langle\tilde\phi_k|p_i\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}$, as required.

Valence charge outside the sphere adds a constant $c$ to the potential inside. The on-site potentials omit it: $v^1_{\rm eff}=v_{\rm eff}-c$ and $\tilde v^1_{\rm eff}=\tilde v_{\rm eff}-c$. By Eq.~\eqref{eq:net} the compensation terms add $c\int\hat Q_{ij}=c\,q_{ij}$, while the partial-wave terms contain $-c\,q_{ij}$. These cancel. With the Laplacian form of the kinetic difference,
\begin{align}
D_{ij}&=\langle\phi_i|{-\tfrac12}\nabla^2+v_{\rm eff}|\phi_j\rangle_\Omega
-\langle\tilde\phi_i|{-\tfrac12}\nabla^2+\tilde v_{\rm eff}|\tilde\phi_j\rangle_\Omega\nonumber\\
&=\varepsilon_j\langle\phi_i|\phi_j\rangle_\Omega
-\varepsilon_j\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega+\langle\tilde\phi_i|\chi_j\rangle
=\varepsilon_jq_{ij}+B_{ij}.\label{eq:ident}
\end{align}
Since $|\chi_j\rangle=\sum_i|p_i\rangle B_{ij}$ and $\langle p_k|\tilde\phi_j\rangle=\delta_{kj}$,
\begin{align}
\tilde H|\tilde\phi_j\rangle&=\varepsilon_j|\tilde\phi_j\rangle-|\chi_j\rangle+\sum_i|p_i\rangle D_{ij}\nonumber\\
&=\varepsilon_j|\tilde\phi_j\rangle+\sum_i|p_i\rangle\varepsilon_jq_{ij}=\varepsilon_jS|\tilde\phi_j\rangle .
\end{align}
The reference level is recovered even with few partial waves. Away from the reference density or energies, accuracy depends on how well the partial waves span the orbitals.

\section{Beryllium}

Q: I would like numbers for a real atom.

A: Take Be in the LDA with Slater exchange and PW92 correlation, a frozen $1s$ core, $r_c=2.0$ bohr and a spherical box of radius 20 bohr. Wave $a$ is the normalized $2s$ orbital, $b$ a higher $s$ state of the box, and $c$ the $2p$ orbital; $b$ and $c$ are scaled to unit norm inside the sphere. Their energies are $-0.2058$, $0.3733$ and $-0.0772$ hartree; $b$ is the seventh $s$ state counting from $1s$, and its energy belongs to this box. Inside the sphere $r$ times the smooth radial function is $r^{\ell+1}$ times a cubic in $r^2$, matched in value and three derivatives at $r_c$; $g_\ell\propto r^\ell(1-r^2/r_c^2)^2$; $\tilde n_{Zc}$ has the shape of $g_0$; and $\tilde n_c$ is linear in $r^2$, matched in value and slope. The matrix elements below depend on these choices and are not properties of the atom: with exponent 3 in $g_0$, $\hat D_{aa}$ becomes $0.0525$ and $D_{aa}$ becomes $0.1482$, while the $2s$ level and the valence energy do not change in the digits shown. All energies below are in hartree unless marked.

\begin{center}
\begin{tabular}{lrrrr}
 & $aa$ & $ab$ & $bb$ & $cc$\\
$q$ & $-0.0430$ & $-0.1091$ & $-0.2733$ & $0.1188$\\
$\hat D$ & $0.0452$ & $0.1146$ & $0.2873$ & $-0.1248$\\
$D^1$ & $-0.3136$ & $-0.4781$ & $-0.5601$ & $-0.7512$\\
$\tilde D^1$ & $-0.4020$ & $-0.6561$ & $-0.8966$ & $-0.6993$\\
$D$ & $0.1336$ & $0.2927$ & $0.6238$ & $-0.1767$
\end{tabular}
\end{center}

For $aa$ the sum is $0.0452-0.3136+0.4020=0.1336$. Equation \eqref{eq:ident} then gives $B_{aa}=0.13358-(-0.20577)(-0.04298)=0.1247$. The program computes $B$ from $\chi$, independently of $D$, and the largest mismatch in Eq.~\eqref{eq:ident} is $6\times10^{-11}$.

Q: Why is $\hat D_{aa}$ positive when the potential attracts electrons?

A: Because $q_{aa}$ is negative: the smooth $2s$ wave has more norm in the sphere than the true one, so its compensation charge is negative. In a round atom only the $L=0$ part of $\hat Q_{ij}$ couples to $\tilde v_{\rm eff}$. That part is $q_{ij}g_0/4\pi$, and thus $\hat D_{ij}=q_{ij}\bar v$ with one weighted average $\bar v$. From $aa$, $\bar v=0.0452/(-0.0430)=-1.05$; the other columns give the same value.

Q: Does the self-consistent calculation find the level, or did you feed it in?

A: The reference orbital was used to build the projectors, but the cycle started from an unrelated function. It converged to $-0.20577$ ($-5.599$ eV), and the all-electron value is $-0.20577$. The valence energy is
\begin{equation}
E=-1.1725-2.7865+0.8904=-3.0686\ \text{hartree}=-83.50\ \text{eV},
\end{equation}
also equal to the all-electron value to these digits. It includes the exchange-correlation energy of the core density, so it is not a removal energy.

Q: $\hat D_{aa}$ is small. Could one drop $\hat D$?

A: At the same density, the $2s$ level without $\hat D$ is $-0.3920$, too low by $0.1862$. Since $\langle p_a|\tilde\phi_a\rangle=1$ and $\langle p_b|\tilde\phi_a\rangle=0$, keeping the orbital fixed would lower it by only $\hat D_{aa}=0.0452$. The remaining $0.1410$ comes from the change of the orbital, which then samples the $ab$ and $bb$ elements too; its squared $S$-overlap with the original $2s$ orbital is only $0.78$. The size of the error belongs to this set of partial waves: it is $0.059$ with wave $a$ alone in the $s$ channel and $1.10$ for $r_c=1.6$ bohr, where the lowest state is no longer a $2s$ orbital (squared overlap $0.09$).

Q: And at a density that was not used to build the data?

A: For Be$^+$, with one valence electron and still without spin polarization, $D_{aa}$ rises from $0.1336$ to $0.1477$. The PAW $2s$ level is $-0.50141$ against $-0.50144$ from a frozen-core all-electron calculation. The valence energies are $-2.71897$ and $-2.71895$. Two approximations differ here: the PAW set is finite, and the all-electron $2s$ orbital is orthogonal to the lowest state of the new potential rather than to the frozen core. The second accounts for most of the gap: with the all-electron orbital held orthogonal to the frozen core, the level is $-0.50140$ and the energy $-2.71897$. The agreement needs the second $s$ wave; with wave $a$ alone the PAW level is $-0.50112$. Letting the core relax moves the all-electron level to $-0.50120$.

Q: All this is spherical. Your sum over $L$ has hardly been touched.

A: The last check uses a density with mixed $s$ and $p$ character, for which $L=0,1,2$ all contribute. There $D_{ac}=0.0005$, whereas in the round atom it vanishes by symmetry. Along a trial change $\tilde\rho\to\tilde\rho+t\,\delta P$, numerical differentiation gives $0.00433$, $0.14545$ and $0.16375$ for $\tilde E$, $E^1$ and $\tilde E^1$. Hence
\begin{equation}
\frac{dE}{dt}=0.00433+0.14545-0.16375=-0.01397\ \text{hartree},
\end{equation}
and $\mathrm{Tr}(\tilde H\,\delta P)$ from Eq.~\eqref{eq:H} gives $-0.01397$. Each of the three parts is tested against its own analytic derivative. An error shared between $D^1$ and $\tilde D^1$ would therefore show up if it contributes along $\delta P$, even if it cancels in their difference. A single direction tests one weighted sum of the matrix elements, not each element separately.

Q: When would I have to change the formula?

A: When the energy acquires another dependence on $\tilde\rho$. A gradient-corrected functional changes $v_{xc}$ and adds a surface term to each of $D^1$ and $\tilde D^1$; the two cancel in $D$ when the true and smooth on-site densities match in value and slope at $r_c$, and the structure is then kept. A kinetic-energy-density functional adds a differential operator to the smooth part and matching on-site terms. Exact exchange adds a nonlocal operator, because it depends on the off-diagonal density matrix. In these cases the starting point is still Eq.~\eqref{eq:def}, applied to the new energy. A relaxing core needs more: the full core energy, including its kinetic part, must be added, and the energy then depends on the core orbitals as well as on $\tilde\rho$. Equation~\eqref{eq:def} gives the valence Hamiltonian at fixed core, and the core orbitals need a stationarity condition of their own.

\section*{Computed values}
\begin{verbatim}
Be, LDA (Slater + PW92), frozen 1s core; energies in hartree
sphere radius 2.0 bohr, box radius 20 bohr, splines per l: 140
partial waves: a = 2s, b = second s, c = 2p
reference energies a, b, c: -0.205771 0.373312 -0.077214
core electrons inside sphere: 1.999590
radial-equation residual of partial waves, max: 5.6e-11
on-site Laplacian elements ab, ba: 1.367067 1.040182
Laplacian minus gradient form in D1-Dt1, max: 1.5e-13
Be atom, elements            aa          ab          bb          cc
q (dimensionless)      -0.042979   -0.109080   -0.273334    0.118757
Dhat                    0.045172    0.114648    0.287285   -0.124818
D1                     -0.313585   -0.478088   -0.560101   -0.751175
Dt1                    -0.401996   -0.656110   -0.896578   -0.699323
D                       0.133583    0.292670    0.623761   -0.176670
D for Be+               0.147691    0.329515    0.718067   -0.227678
max |D_ij - eps_j q_ij - <phit_i|chi_j>|: 5.6e-11
2s level, all-electron: -0.2057708
2s level, PAW:          -0.2057708 = -5.5993 eV
2s level, PAW without Dhat (same density): -0.391978
2p level, all-electron and PAW: -0.0772139 -0.0772139
largest error of the lowest 6 s levels: 2.3e-07
valence energy, all-electron: -3.0685748
valence energy, PAW:          -3.0685748 = -83.5002 eV
parts Et, E1, Et1: -1.172493 -2.786484 -0.890403
Be+ 2s level, frozen-core all-electron: -0.501441
Be+ 2s level, PAW:                      -0.501406
Be+ valence energy, all-electron and PAW: -2.718950 -2.718966
s-p polarized state, dE/dt along a trial change of the density operator
Et  numerical 0.00432874  analytic 0.00432874
E1  numerical 0.14544750  analytic 0.14544750
Et1 numerical 0.16374704  analytic 0.16374704
E   numerical -0.01397079  Tr(H dP) -0.01397079
share of Dhat in the derivative: 0.010014
polarized state, D_ac (zero in the round atom): 0.000524
round atom, |D_ac|: 2.7e-18
\end{verbatim}
